Image energy of a charge shared by two sites, cubic cell

**Question**

I am working on a charged defect in a periodic simple cubic cell of side L and volume V = L³, with a uniform neutralizing background. In one configuration the charge q sits on one site. In another it is shared equally between two sites a distance d apart. The exercise says:

"Show that the image energy of the shared charge differs from the single-site value by πq²d²/(6εV) at leading order."

I expanded the potential of the periodic images about the origin and looked for the term in d². The cubic symmetry makes that term vanish, so I get no difference at second order. Where does the d² come from? I would also like the answer in SI units, with its sign, and some idea of how small d/L has to be.

**Answer**

Your expansion of the point images is right: summed over a cube or a sphere, they give no d² term. What is missing is the neutralizing background, which supplies the whole of it.

*Units and definitions*

The formula in the exercise is in Gaussian units, with ε the relative permittivity. In SI it carries a factor 1/(4πε₀):

(1/(4πε₀)) · πq²d²/(6εᵣV) = q²d²/(24ε₀εᵣV)

From here on I use SI and write ε = ε₀εᵣ. The medium is taken as uniform and isotropic, and the charges as points. The image energy is

E_img = E(periodic, per cell) − E(isolated),

with the same charges in the same medium in both terms. The direct repulsion between the two halves, (q/2)²/(4πεd), is present in both energies and cancels. It is not part of E_img.

*Reducing the energy to a pair sum*

Let ψ(r) be the periodic potential per unit charge, due to a point charge at every lattice point R and the background that neutralizes it:

∇²ψ = −(1/ε)[Σ_R δ(r−R) − 1/V]

This fixes ψ up to a constant, which I choose so that ψ averages to zero over the cell. The choice does not affect the energy: adding c to the total potential changes the energy by c/2 times the total charge of the cell, which is zero.

For charges q_i at r_i, the potential is Φ(r) = Σ_j q_j ψ(r−r_j), and the energy is half the integral of the total charge density times Φ. The background part is −(q/2V)∫Φ d³r, which vanishes because Φ averages to zero. What remains is a sum over the point charges.

Now take out the potential of the isolated charge:

φ(r) = ψ(r) − 1/(4πεr)

Subtracting the isolated energy replaces ψ by φ in the sum. It also removes the infinite self-energy of each point charge, which is the same in both energies. Hence

E_img = ½ Σ_i Σ_j q_i q_j φ(r_i−r_j),

where the terms with i = j are included and contain φ(0).

*Expanding φ near the origin*

Since ∇²[1/(4πεr)] = −δ(r)/ε, the subtraction cancels the delta function at the origin. The nearest remaining one is at distance L, so for r < L

∇²φ = +1/(εV).

The sign is positive because the background is opposite in sign to the charge. In this region φ is smooth and has a Taylor series:

φ(r) = φ(0) + Σ_a g_a x_a + ½ Σ_ab H_ab x_a x_b + …

Symmetry fixes the coefficients:

- Inversion gives φ(−r) = φ(r), so g_a = 0 and all other odd terms vanish.
- The reflection x → −x changes the sign of xy and xz but leaves φ unchanged, so H_xy = H_xz = 0. The reflection y → −y gives H_yz = 0.
- Exchanging the cube axes leaves φ unchanged, so H_xx = H_yy = H_zz = h.

The Laplacian at the origin is the trace of H, so 3h = 1/(εV) and h = 1/(3εV). Therefore

φ(r) = φ(0) + ½hr² + O(r⁴) = φ(0) + r²/(6εV) + O(r⁴).

This also explains your zero. The point images alone have a potential that obeys Laplace's equation near the origin. Their trace is zero, so 3h = 0 and their quadratic term vanishes, provided they are summed over a region of cubic symmetry such as a cube or a sphere. The bare image sum converges only conditionally at this order: over an elongated or flattened region it leaves a traceless quadratic term, which the background filling the same region cancels. With the background included, the trace is 1/(εV).

*The two configurations*

For the single site there is one term:

E_img(single) = ½q²φ(0)

For the shared charge there are two self terms and two equal cross terms, each with the product (q/2)² = q²/4:

E_img(split) = ½ · (q²/4) · [2φ(0) + 2φ(d)] = (q²/4)[φ(0) + φ(d)]

Subtracting, and using ½ − ¼ = ¼ for the coefficient of φ(0):

ΔE = E_img(split) − E_img(single)
= (q²/4)[φ(d) − φ(0)]
= (q²/4) · d²/(6εV)
= q²d²/(24ε₀εᵣV)

This is the required result. It vanishes as d → 0, as it must.

*What the sign means*

Write φ(0) = −α/(4πεL). An Ewald sum gives α = 2.8373 for the simple cubic lattice, so E_img(single) = −αq²/(8πεL) is negative. Since ΔE is positive, the image energy of the shared charge is less negative.

The isolated energy is recovered as E(periodic) − E_img. If you apply the single-site correction to the shared charge, you add too much, and the corrected energy is too high by ΔE. This matters when you compare the two configurations, because the error does not cancel between them. The size q²d²/(24εV) holds for point charges in a uniform dielectric. In a real crystal the 1/V term depends on the spread of the whole charge, including the local screening charge, which a single εᵣ does not describe when d is a bond length, so there the formula is only an estimate.

*Unequal sharing*

The same algebra covers charges fq and (1−f)q. The self terms have weight f² + (1−f)² = 1 − 2f(1−f), and the cross terms have weight 2f(1−f). Then

ΔE = ½q² · 2f(1−f)[φ(d) − φ(0)] = q²f(1−f)d²/(6εV).

At f = ½ this gives back the factor 1/24. At f = 0 or 1 it gives zero, since all the charge is then on one site. The quantity f(1−f)d² is the mean square distance of the charge from its own centre, so ΔE measures how far the charge is spread out.

*How small must d/L be?*

The next term in φ is quartic. Cubic symmetry allows the form A(x⁴+y⁴+z⁴) + Br⁴. Because ∇²φ is constant, the Laplacian of this term must vanish:

12Ar² + 20Br² = 0, so B = −3A/5.

Its dependence on the unit vector n along the line joining the sites is therefore fixed. Scaled to equal 1 along a cube axis, it is

K(n) = (5/2)(n_x⁴ + n_y⁴ + n_z⁴ − 3/5).

The size comes from the point images. The quartic term of a finite cube of background falls as the inverse square of the cube's side, and so vanishes as the cube grows. Expanding 1/|r−R| in Legendre polynomials, with r along a cube axis, gives the quartic part of φ as

S₄K(n)d⁴/(4πεL⁵), with S₄ = Σ_{m≠0} P₄(m_x/|m|)/|m|⁵ = 3.108,

where m runs over all nonzero integer vectors. Multiplying by q²/4 gives the next term in the energy difference:

ΔE₄ = q²S₄K(n)d⁴/(16πεL⁵)

Divided by the leading term, with V = L³, this is

ΔE₄/ΔE = (24/(16π)) S₄K(n)(d/L)² = 1.48 K(n)(d/L)².

The leading result does not depend on direction, but this correction does. K is 1 along [100], −1/4 along [110] and −2/3 along [111], so the leading formula is too small in the first case and too large in the other two.

*A numerical example*

Take round model values: q = e, εᵣ = 10, L = 1 nm and d = 0.2 nm. The natural energy unit is q²/(4πεL) = 143.996 meV. In this unit the leading difference is (π/6)(d/L)², because 4π/24 = π/6. Then

E_img(single) = −½ × 2.8373 × 143.996 meV = −204.28 meV

ΔE = (π/6) × 0.04 × 143.996 meV = 3.016 meV = 4.832 × 10⁻²² J

E_img(split) ≈ −204.28 meV + 3.02 meV = −201.26 meV

The difference is about 1.5 % of the size of the single-site image energy.

Evaluating φ(d) − φ(0) by the Ewald sum, without expanding in d, gives these differences:

- [100]: 3.197 meV, which is 6.0 % above the leading value
- [110]: 2.969 meV, which is 1.55 % below it
- [111]: 2.899 meV, which is 3.9 % below it

Adding the quartic term to the leading one gives 3.195, 2.971 and 2.897 meV, within 0.1 % of the full value in each direction.

The separate contributions along [100] answer your original question in numbers. In units of 1/(4πεL), the change in potential from 0 to d is 0.0050 from the point images and 0.0838 from the background. The quadratic formula, 2πd²/(3L²), also gives 0.0838. The small part from the images is the quartic term and beyond.

At fixed d, doubling L to 2 nm reduces the leading difference by a factor of 8, to 0.377 meV, while the single-site energy is halved. The deviation of the full [100] value from the leading one drops from 6.0 % to 1.5 %, in line with the (d/L)² law. At L = 1.5 nm and 3 nm it is 2.65 % and 0.66 %.

*When the formula fails*

The expansion needs d well below L. With the sites along a cube axis and d approaching L, an image of one half comes close to the other half, and φ(d) diverges as 1/(L−d).

In a cell without cubic symmetry, the trace of H is still 1/(εV), but its three principal values need not be equal. The difference is then (q²/8) Σ_ab H_ab d_a d_b, where d_a are the components of the vector joining the sites, and it can depend on direction already at order d². It can even be negative, as it is for sites along the long axis of a tetragonal cell with c = 2a. An anisotropic permittivity changes the Poisson equation itself, so the derivation must be redone.

Point charges are less of a restriction than they seem. Suppose each site carries a spherical cloud of the same shape, narrow enough not to reach the images. Because ∇²φ is constant there, averaging φ over the clouds adds the same constant c to every pair term. The total shift is ½c(Σ_i q_i)² = ½cq² in both configurations, and it cancels in ΔE. An independent calculation with narrow Gaussian charges gives the same differences in all three directions. The constant c depends on the cloud only through its mean square radius. If that radius changes when the charge is shared, the shifts no longer cancel, and the change adds its own contribution to ΔE.

Numbers as computed

```
charge q = 1 e, relative permittivity = 10
cell side L = 1.0 nm, site distance d = 0.2 nm
cell volume V = 1.0 nm^3, d/L = 0.20
cubic lattice constant alpha = 2.837297 (no unit)
energy unit q^2/(4 pi eps L) = 143.996 meV
single-site image energy = -204.280 meV
leading difference = 3.0159 meV
leading difference = 4.8319e-22 J
split-charge image energy, leading = -201.265 meV
leading difference / |single-site| = 1.48 %
quartic lattice sum S4 = 3.1082 (no unit)
potential change 0 to d along [100], unit 1/(4 pi eps L):
  point images 0.00501, background 0.08378, sum 0.08879
  quadratic formula 2 pi d^2/(3 L^2) = 0.08378
difference split minus single at L = 1 nm, in meV:
  [100]: K = 1.0000, full 3.1965, quartic term 0.1790, leading+quartic 3.1949
    Gaussian-charge check 3.1965 meV, full/leading - 1 = 5.99 %
  [110]: K = -0.2500, full 2.9691, quartic term -0.0448, leading+quartic 2.9711
    Gaussian-charge check 2.9691 meV, full/leading - 1 = -1.55 %
  [111]: K = -0.6667, full 2.8989, quartic term -0.1194, leading+quartic 2.8965
    Gaussian-charge check 2.8989 meV, full/leading - 1 = -3.88 %
larger cells, d = 0.2 nm along [100]:
  L = 1.0 nm: leading 3.0159 meV, full 3.1965 meV, full/leading - 1 = 5.99 %
  L = 1.5 nm: leading 0.8936 meV, full 0.9172 meV, full/leading - 1 = 2.65 %
  L = 2.0 nm: leading 0.3770 meV, full 0.3826 meV, full/leading - 1 = 1.49 %
  L = 3.0 nm: leading 0.1117 meV, full 0.1124 meV, full/leading - 1 = 0.66 %
deviation at 1 nm / deviation at 2 nm = 4.028 (no unit)
```
